# Force bias, local-energy weight and cosine projection in phaseless auxiliary-field Monte Carlo: a program that tests the result

```python
# Result under test: in auxiliary-field Monte Carlo with H = K + c - (1/2) sum v_g^2,
# the complex shift xbar = -sqrt(tau) <v> removes the order-sqrt(tau) noise of the
# importance weight, whose mean becomes exp(-tau E_L); for small steps the phaseless
# factor max(0, cos(dtheta)) is a killing rate kappa = (1/2) sum (Im <v_g>)^2.
# Symbols: tau time step (1/eV), <X> = <T|X|phi>/<T|phi>, E_L = <H>, T trial state,
# v_i = i sqrt(U) (n_i - nbar_i), n_i site occupation, nbar_i background.
# Model: two opposite-spin electrons on a three-site Hubbard chain. A walker is one
# complex orbital phi used by both electrons; a trial state is a symmetric matrix A.
import numpy as np
from scipy.linalg import expm
from scipy.special import i0e
from scipy.constants import e as joule_per_eV

hop, U = 1.0, 4.0
site = np.array([0.0, 0.5, 1.0])
M = 3
h = np.diag(site) - hop * (np.eye(M, k=1) + np.eye(M, k=-1))
one = np.eye(M)


def two_body_space(a):
    return np.kron(a, one) + np.kron(one, a)


projectors = [np.diag(one[i]) for i in range(M)]
number = [two_body_space(p) for p in projectors]
H = two_body_space(h) + U * sum(np.kron(p, p) for p in projectors)
levels, states = np.linalg.eigh(H)
E0 = levels[0]
A_exact = states[:, 0].reshape(M, M)
assert np.allclose(A_exact, A_exact.T, atol=1e-10)

# Restricted Hartree-Fock trial orbital
t = np.ones(M) / np.sqrt(M)
for _ in range(500):
    orb = np.linalg.eigh(h + U * np.diag(t**2))[1][:, 0]
    orb = orb * np.sign(orb[0])
    t = 0.5 * t + 0.5 * orb
    t /= np.linalg.norm(t)
A_hf = np.outer(t, t)
n_hf = 2 * t**2
n_exact = 2 * np.sum(A_exact**2, axis=1)
E_hf = A_hf.ravel() @ H @ A_hf.ravel()


def overlap(phi, A):
    return np.sum(phi * (phi @ A), axis=1)


def walker_data(phi, A):
    a = phi @ A
    o = np.sum(phi * a, axis=1)
    HA = h @ A + A @ h + U * np.diag(np.diag(A))
    return o, 2 * phi * a / o[:, None], np.sum(phi * (phi @ HA), axis=1) / o


def half_step(tau, nbar):
    c = -0.5 * U * np.sum(nbar**2)
    return expm(-0.5 * tau * (h + np.diag(U * (nbar - 0.5)) + 0.5 * c * one))


def advance(phi, y, tau, nbar, half):
    # the background number is shared equally by the two electrons
    scalar = 0.5 * np.sum(y * nbar, axis=1, keepdims=True)
    return ((phi @ half) * np.exp(1j * np.sqrt(U * tau) * (y - scalar))) @ half


# ---- One step of one chosen complex walker, by quadrature over three fields ----
angles = np.array([0.6, -0.3, 0.2])
walker = (t * np.exp(1j * angles))[None, :]
pair = np.kron(walker[0], walker[0])
bra = A_hf.ravel()
O_w = bra @ pair


def mean_op(X):
    return (bra @ X @ pair) / O_w


v_ops = [1j * np.sqrt(U) * (number[i] - n_hf[i] * np.eye(M * M)) for i in range(M)]
v_mean = np.array([mean_op(v) for v in v_ops])
C = np.array([[mean_op(a @ b) for b in v_ops] for a in v_ops])
C = C - np.outer(v_mean, v_mean)
EL = mean_op(H)
_, dens_w, EL_w = walker_data(walker, A_hf)
assert abs(EL_w[0] - EL) < 1e-11
assert np.allclose(1j * np.sqrt(U) * (dens_w[0] - n_hf), v_mean, atol=1e-11)

node, wt = np.polynomial.hermite_e.hermegauss(16)
wt = wt / wt.sum()
X = np.array(np.meshgrid(node, node, node, indexing="ij")).reshape(3, -1).T
P = np.einsum("i,j,k->ijk", wt, wt, wt).ravel()


def one_step(tau, xbar, nbar=n_hf):
    new = advance(np.repeat(walker, len(X), axis=0), X - xbar, tau, nbar,
                  half_step(tau, nbar))
    ratio = overlap(new, A_hf) / O_w
    return ratio * np.exp(X @ xbar - 0.5 * np.sum(xbar**2)), ratio


def variance(W):
    return P @ np.abs(W - P @ W)**2


# Shifted Gaussian identity against dense matrix exponentials, for arbitrary shifts
tau = 0.01
V = -0.5 * sum(v @ v for v in v_ops)
Kdense = H - V
split = expm(-tau * Kdense / 2) @ expm(-tau * V) @ expm(-tau * Kdense / 2)
target = mean_op(split)
for shift in (np.zeros(3, complex), -np.sqrt(tau) * v_mean,
              np.array([0.3 + 0.2j, -0.1j, 0.25])):
    assert abs(P @ one_step(tau, shift)[0] - target) < 1e-9

# Variance laws with and without the force bias
var_bias, var_none, el_err = [], [], []
for s in (4e-3, 1e-3):
    Wb = one_step(s, -np.sqrt(s) * v_mean)[0]
    var_bias.append(variance(Wb))
    var_none.append(variance(one_step(s, np.zeros(3, complex))[0]))
    el_err.append(abs(-np.log(P @ Wb) / s - EL))
ratio_bias = var_bias[0] / var_bias[1]
ratio_none = var_none[0] / var_none[1]
assert abs(ratio_bias - 16) < 1.5 and abs(ratio_none - 4) < 0.4
assert 3.5 < el_err[0] / el_err[1] < 4.5
s = 1e-4
Wb, ratio_b = one_step(s, -np.sqrt(s) * v_mean)
coef_num = variance(Wb) / s**2
coef_formula = 0.5 * np.sum(np.abs(C)**2)
assert abs(coef_num / coef_formula - 1) < 0.01
lin_num = variance(one_step(s, np.zeros(3, complex))[0]) / s
lin_formula = np.sum(np.abs(v_mean)**2)
assert abs(lin_num / lin_formula - 1) < 0.01

# Killing rate of the cosine, with and without background
kappa = 0.5 * np.sum(v_mean.imag**2)
kappa_num = -np.log(P @ np.maximum(0, np.cos(np.angle(ratio_b)))) / s
assert abs(kappa_num / kappa - 1) < 0.01
v0 = 1j * np.sqrt(U) * dens_w[0]
kappa0 = 0.5 * np.sum(v0.imag**2)
r0 = one_step(s, -np.sqrt(s) * v0, np.zeros(3))[1]
kappa0_num = -np.log(P @ np.maximum(0, np.cos(np.angle(r0)))) / s
assert abs(kappa0_num / kappa0 - 1) < 0.01

# The orbital path is independent of the background up to splitting errors
field = np.array([[0.7, -1.1, 0.4]])
gap = []
for s in (0.01, 0.0025):
    a = advance(walker, field + np.sqrt(s) * v_mean, s, n_hf, half_step(s, n_hf))[0]
    b = advance(walker, field + np.sqrt(s) * v0, s, np.zeros(3),
                half_step(s, np.zeros(3)))[0]
    a, b = a / np.linalg.norm(a), b / np.linalg.norm(b)
    gap.append(np.linalg.norm(a - b * np.vdot(b, a)))
assert gap[0] < 1e-3 and gap[0] / gap[1] > 6


# ---- Unprojected paths: exact weight against local-energy weight ----
def capped(xbar):
    return xbar / np.maximum(1.0, np.abs(xbar))


def free_paths(tau, steps, n, seed, marks=()):
    rng = np.random.default_rng(seed)
    phi = np.repeat(walker, n, axis=0)
    half = half_step(tau, n_hf)
    log_w = np.zeros(n, complex)
    log_e = np.zeros(n, complex)
    phases = []
    for k in range(1, steps + 1):
        o, dens, el = walker_data(phi, A_hf)
        xbar = capped(-1j * np.sqrt(tau * U) * (dens - n_hf))
        x = rng.standard_normal((n, M))
        phi = advance(phi, x - xbar, tau, n_hf, half)
        log_w += np.log(overlap(phi, A_hf) / o)
        log_w += np.sum(x * xbar - 0.5 * xbar**2, axis=1)
        log_e -= tau * el
        if k in marks:
            w = np.exp(log_w)
            phases.append(abs(w.sum()) / np.abs(w).sum())
    return log_w, log_e, phases


beta = 0.1
exact_ratio = mean_op(expm(-beta * H))
med = []
for s, steps in ((0.01, 10), (0.0025, 40)):
    lw, le, _ = free_paths(s, steps, 20000, 11)
    med.append(np.median(np.abs(lw - le)))
w_full, w_loc = np.exp(lw), np.exp(le)
for w, extra in ((w_full, 1e-3), (w_loc, 5e-3)):   # extra: time-step error
    assert abs(w.mean() - exact_ratio) < 5 * w.std() / np.sqrt(len(w)) + extra
assert 1.6 < med[0] / med[1] < 2.5
marks = (25, 100, 200)
phases = free_paths(0.01, 200, 10000, 12, marks)[2]
assert phases[1] < phases[0]


# ---- Density near a simple zero: isotropic complex walk, fixed outer boundary ----
def node_exponent(project):
    sig, dr = 0.04, 0.008
    r = (np.arange(165) + 0.5) * dr
    z = np.outer(r, r) / sig**2
    if project:
        g, gw = np.polynomial.legendre.leggauss(150)
        th, tw = np.pi / 4 * (g + 1), np.pi / 4 * gw
        ang = sum(2 * b * np.cos(a) * np.exp(z * (np.cos(a) - 1))
                  for a, b in zip(th, tw))
    else:
        ang = 2 * np.pi * i0e(z)
    kern = ang * np.exp(-(r[:, None] - r[None, :])**2 / (2 * sig**2))
    kern *= r[None, :] * dr / (2 * np.pi * sig**2)
    inside = r < 1
    A_in = np.eye(inside.sum()) - kern[np.ix_(inside, inside)]
    f = np.linalg.solve(A_in, kern[np.ix_(inside, ~inside)].sum(axis=1))
    i, j = np.searchsorted(r, (0.4, 0.8))
    return np.log(f[j] / f[i]) / np.log(r[j] / r[i])


m_free, m_cos = node_exponent(False), node_exponent(True)
assert abs(m_free) < 0.03 and abs(m_cos - 1) < 0.03


# ---- Phaseless simulations ----
def phaseless(A, nbar, tau, steps, warm, seed, n=1500, start=t):
    rng = np.random.default_rng(seed)
    phi = np.repeat(start[None, :].astype(complex), n, axis=0)
    w = np.ones(n)
    half = half_step(tau, nbar)
    n_trial = 2 * np.sum(A**2, axis=1)
    centre = A.ravel() @ H @ A.ravel()
    bound = np.sqrt(2 / tau)
    rec = []
    for k in range(warm + steps):
        o, dens, el = walker_data(phi, A)
        force = np.sqrt(U) * (dens - nbar)
        raw = -1j * np.sqrt(tau) * force
        x = rng.standard_normal((n, M))
        phi = advance(phi, x - capped(raw), tau, nbar, half)
        cosine = np.maximum(0, np.cos(np.angle(overlap(phi, A) / o)))
        er = np.clip(el.real, centre - bound, centre + bound)
        factor = np.exp(-tau * (er - centre)) * cosine
        if k >= warm:
            kill = 0.5 * np.sum(force.real**2, axis=1)
            kill = (1 - np.exp(-tau * kill)) / tau
            lost = (1 - cosine) / tau
            # away from nodes: one step changes the overlap by a small fraction
            spread = tau * U * np.sum(np.abs(dens - n_trial)**2, axis=1)
            far = spread < 0.2**2
            hit = (np.abs(raw) > 1).any(axis=1) | (er != el.real)
            rec.append(np.array([w @ er, w @ kill, w @ factor, w @ hit, w @ far,
                                 w @ (far * kill), w @ (far * lost)]) / w.sum())
        w = w * factor
        w /= w.mean()
        phi /= np.linalg.norm(phi, axis=1, keepdims=True)
        if k % 10 == 9:
            cum = np.cumsum(w) / w.sum()
            pick = np.searchsorted(cum, (rng.random() + np.arange(n)) / n)
            phi = phi[np.minimum(pick, n - 1)]
            w = np.ones(n)
    rec = np.array(rec)
    blocks = rec[:, 0].reshape(10, -1).mean(axis=1)
    e_mix, kill, g, hit, far, kill_far, lost_far = rec.mean(axis=0)
    return dict(E=e_mix, err=blocks.std(ddof=1) / np.sqrt(10), kill=kill,
                growth=centre - np.log(g) / tau, hit=hit, far=far,
                kill_far=kill_far / far, lost_far=lost_far / far)


# Growth law on short projections with a very small step, before nodes are reached
none = np.zeros(3)
short = {
    "HF trial, background": phaseless(A_hf, n_hf, 5e-4, 200, 0, 21, 2000, walker[0]),
    "HF trial, no background": phaseless(A_hf, none, 5e-4, 200, 0, 22, 2000, walker[0]),
    "exact trial": phaseless(A_exact, n_exact, 5e-4, 200, 0, 23, 2000, walker[0]),
}
for r in short.values():
    assert abs((r["growth"] - r["E"]) / r["kill"] - 1) < 0.05

runs = {
    "HF trial, background": phaseless(A_hf, n_hf, 0.01, 2500, 400, 1),
    "HF trial, background, double step": phaseless(A_hf, n_hf, 0.02, 1250, 200, 2),
    "HF trial, no background": phaseless(A_hf, none, 0.01, 2500, 400, 3),
    "exact trial, background": phaseless(A_exact, n_exact, 0.01, 2500, 400, 4),
}
main = runs["HF trial, background"]
best = runs["exact trial, background"]
bare = runs["HF trial, no background"]
assert abs(best["E"] - E0) < 1e-8
assert abs(main["E"] - E0) < abs(E_hf - E0)
assert bare["kill"] > main["kill"]
# Tolerance: next order of the finite step for walkers kept as away from nodes
for r in (main, bare, best):
    assert abs(r["lost_far"] / r["kill_far"] - 1) < 0.1


def show(z):
    return " ".join(f"{a.real:+.4f}{a.imag:+.4f}i" for a in np.atleast_1d(z))


print(f"hopping {hop} eV, repulsion U {U} eV, site energies {site} eV")
print(f"exact ground energy {E0:.5f} eV")
print(f"Hartree-Fock energy {E_hf:.5f} eV")
print("HF orbital", np.round(t, 5), " HF occupations", np.round(n_hf, 5))
print("walker phase angles", angles, "rad")
print("walker overlap <T|phi>", show(O_w))
print("walker mixed occupations", show(dens_w[0]))
print("walker <v_i>", show(v_mean), "eV^0.5")
print("force bias at tau=0.01/eV:", show(-np.sqrt(0.01) * v_mean))
print("walker local energy", show(EL), "eV")
print(f"one-step variance, tau=0.004/eV: bias {var_bias[0]:.4e}, none {var_none[0]:.4e}")
print(f"one-step variance, tau=0.001/eV: bias {var_bias[1]:.4e}, none {var_none[1]:.4e}")
print(f"variance ratios: bias {ratio_bias:.3f}, none {ratio_none:.3f}")
print(f"variance/tau^2 with bias: {coef_num:.4f}, formula {coef_formula:.4f} eV^2")
print(f"variance/tau without bias: {lin_num:.4f}, formula {lin_formula:.4f} eV")
print(f"local-energy error at tau=0.004, 0.001/eV: {el_err[0]:.3e}, {el_err[1]:.3e} eV")
print(f"killing rate, background: {kappa_num:.4f}, formula {kappa:.4f} eV")
print(f"killing rate, no background: {kappa0_num:.4f}, formula {kappa0:.4f} eV")
print(f"orbital gap between backgrounds, tau=0.01, 0.0025/eV: {gap[0]:.2e}, {gap[1]:.2e}")
print(f"free paths to {beta}/eV: exact mean weight", show(exact_ratio))
print("  sampled full weight", show(w_full.mean()), " local", show(w_loc.mean()))
print(f"  median log-weight gap, tau=0.01, 0.0025/eV: {med[0]:.5f}, {med[1]:.5f}")
for k, p in zip(marks, phases):
    print(f"average phase at projection time {k * 0.01:.2f}/eV: {p:.4f}")
print(f"density exponent near a simple zero: free {m_free:.4f}, cosine {m_cos:.4f}")
print("short projections to 0.1/eV, tau=0.0005/eV:")
for name, r in short.items():
    print(f"  {name}: growth minus mixed {r['growth'] - r['E']:.4f} eV,"
          f" mean killing rate {r['kill']:.4f} eV")
for name, r in runs.items():
    print(f"phaseless, {name}:")
    print(f"  mixed energy {r['E']:.4f} +- {r['err']:.4f} eV, minus exact {r['E'] - E0:+.4f} eV")
    print(f"  all walkers: growth minus mixed {r['growth'] - r['E']:.4f} eV,"
          f" small-step formula {r['kill']:.4f} eV")
    print(f"  away from nodes (weight {r['far']:.4f}): removal rate {r['lost_far']:.4f} eV,"
          f" formula {r['kill_far']:.4f} eV")
    print(f"  weighted fraction of capped walkers {r['hit']:.2e}")
print(f"main phaseless energy {main['E'] * joule_per_eV:.4e} J")
print("success")
```

Running it gives:

```
hopping 1.0 eV, repulsion U 4.0 eV, site energies [0.  0.5 1. ] eV
exact ground energy -1.11149 eV
Hartree-Fock energy -0.49629 eV
HF orbital [0.61378 0.64061 0.4614 ]  HF occupations [0.75345 0.82077 0.42579]
walker phase angles [ 0.6 -0.3  0.2] rad
walker overlap <T|phi> +0.8132+0.2438i
walker mixed occupations +0.7348+0.3589i +0.8038-0.3840i +0.4614+0.0251i
walker <v_i> -0.7178-0.0373i +0.7680-0.0340i -0.0502+0.0713i eV^0.5
force bias at tau=0.01/eV: +0.0718+0.0037i -0.0768+0.0034i +0.0050-0.0071i
walker local energy -0.7712+0.0014i eV
one-step variance, tau=0.004/eV: bias 1.4638e-04, none 4.4722e-03
one-step variance, tau=0.001/eV: bias 9.1876e-06, none 1.1158e-03
variance ratios: bias 15.932, none 4.008
variance/tau^2 with bias: 9.1995, formula 9.2008 eV^2
variance/tau without bias: 1.1152, formula 1.1151 eV
local-energy error at tau=0.004, 0.001/eV: 3.872e-03, 9.671e-04 eV
killing rate, background: 0.0038, formula 0.0038 eV
killing rate, no background: 2.7978, formula 2.7978 eV
orbital gap between backgrounds, tau=0.01, 0.0025/eV: 3.59e-06, 1.14e-07
free paths to 0.1/eV: exact mean weight +1.0888+0.0009i
  sampled full weight +1.0882+0.0008i  local +1.0888+0.0010i
  median log-weight gap, tau=0.01, 0.0025/eV: 0.06986, 0.03562
average phase at projection time 0.25/eV: 0.8974
average phase at projection time 1.00/eV: 0.5960
average phase at projection time 2.00/eV: 0.4994
density exponent near a simple zero: free -0.0034, cosine 0.9984
short projections to 0.1/eV, tau=0.0005/eV:
  HF trial, background: growth minus mixed 0.0268 eV, mean killing rate 0.0268 eV
  HF trial, no background: growth minus mixed 2.8308 eV, mean killing rate 2.8303 eV
  exact trial: growth minus mixed 0.0084 eV, mean killing rate 0.0082 eV
phaseless, HF trial, background:
  mixed energy -1.0668 +- 0.0032 eV, minus exact +0.0447 eV
  all walkers: growth minus mixed 0.2006 eV, small-step formula 0.1758 eV
  away from nodes (weight 0.8080): removal rate 0.0518 eV, formula 0.0485 eV
  weighted fraction of capped walkers 1.02e-03
phaseless, HF trial, background, double step:
  mixed energy -1.0543 +- 0.0013 eV, minus exact +0.0572 eV
  all walkers: growth minus mixed 0.2233 eV, small-step formula 0.1854 eV
  away from nodes (weight 0.6191): removal rate 0.0388 eV, formula 0.0347 eV
  weighted fraction of capped walkers 2.20e-03
phaseless, HF trial, no background:
  mixed energy -1.0640 +- 0.0013 eV, minus exact +0.0475 eV
  all walkers: growth minus mixed 2.9445 eV, small-step formula 2.8793 eV
  away from nodes (weight 0.8105): removal rate 2.7511 eV, formula 2.7485 eV
  weighted fraction of capped walkers 9.13e-04
phaseless, exact trial, background:
  mixed energy -1.1115 +- 0.0000 eV, minus exact +0.0000 eV
  all walkers: growth minus mixed 0.1026 eV, small-step formula 0.0792 eV
  away from nodes (weight 0.9094): removal rate 0.0417 eV, formula 0.0415 eV
  weighted fraction of capped walkers 4.18e-04
main phaseless energy -1.7092e-19 J
success
```
